**Gaussian dephasing, filter functions and the CPMG two-thirds law**

The program tests the coherence W = exp(−χ) of a spin under Gaussian frequency noise, where χ is the integral over positive ω of S(ω)F_N(ωT)/(πω²). Here S is the two-sided noise spectrum, F_N the filter function for N ideal π pulses, T the total time, b the rms frequency noise and τ_c its correlation time. It asserts that the closed filter functions agree with their definition for N = 0 to 5, and that the time integral, the frequency integral and the closed Ornstein-Uhlenbeck formula agree on sample cases. Further assertions cover the short-time cubic echo, the long-time exponential echo and the quartic echo of smooth noise. For b = 10⁶ rad/s and τ_c = 100 µs, the computed T₂, defined by χ = 1, rises from 10.77 µs at N = 1 to 170.03 µs at N = 64, with a two-point exponent of 0.6666 between N = 8 and 64. A simulation of spins with explicit pulses gives W equal to exp(−1) at T₂ within its statistical error of about 0.003 for N = 1 and N = 4. For fast noise with τ_c = 0.1 µs, the output shows the exponent rising from 0.03 at N = 1 towards 2/3 at large N. Telegraph noise with the same correlation function leaves W = 0.943 at the echo T₂ of the slow example, which shows that the Gaussian assumption matters.

## Verification by program

```python
"""Dephasing of a spin by Gaussian noise under N ideal pi pulses (CPMG timing).

Result under test: the coherence is W = exp(-chi), with
    chi = integral_0^inf (d omega/pi) S(omega) F_N(omega T)/omega^2.
For Ornstein-Uhlenbeck (OU) noise with C(t) = b^2 exp(-|t|/tc), N >= 1 and
T/N << tc, chi = b^2 T^3/(12 N^2 tc), so that T2 = (12 tc/b^2)^(1/3) N^(2/3).

Symbols: b = rms frequency noise (rad/s), tc = correlation time (s),
T = total time (s), y(t) = +1/-1 switching function, g(t) = integral of y,
S = two-sided spectrum of the noise, F_N = filter function, chi(T2) = 1.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq


def pulse_times(T, N):
    return T * (2 * np.arange(1, N + 1) - 1) / (2 * N) if N else np.array([])


def segment_edges(T, N):
    return np.concatenate(([0.0], pulse_times(T, N), [T]))


def unit_gauss(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def switching(T, N):
    pulses = pulse_times(T, N)
    return lambda t: 1.0 - 2.0 * (np.searchsorted(pulses, t) % 2)


def switching_primitive(T, N):
    edges = segment_edges(T, N)
    signs = (-1.0) ** np.arange(N + 1)
    values = np.concatenate(([0.0], np.cumsum(signs * np.diff(edges))))
    return lambda t: np.interp(t, edges, values)


def half_double_integral(weight, corr, edges, n=12):
    """(1/2) double integral of weight(t) weight(s) corr(t-s), as s < t part."""
    x, w = unit_gauss(n)
    start, length = edges[:-1, None], np.diff(edges)[:, None]
    t = start + length * x
    wt = length * w * weight(t)
    seg = np.repeat(np.arange(len(edges) - 1), n)
    tf, wf = t.ravel(), wt.ravel()
    kernel = corr(tf[:, None] - tf[None, :]) * (seg[:, None] > seg[None, :])
    total = wf @ kernel @ wf
    # same segment: inner variable runs from the segment start up to t
    inner = start[:, :, None] + length[:, :, None] * x[None, :, None] * x
    w_in = length[:, :, None] * x[None, :, None] * w * weight(inner)
    return total + np.sum(wt[:, :, None] * w_in * corr(t[:, :, None] - inner))


def ou_corr(b, tc):
    return lambda t: b**2 * np.exp(-np.abs(t) / tc)


def chi_time(T, N, corr, n=12):
    return half_double_integral(switching(T, N), corr, segment_edges(T, N), n)


def filter_closed(z, N):
    if N == 0:
        return 2 * np.sin(z / 2)**2
    r = np.sin(z / 2)**2 if N % 2 == 0 else np.cos(z / 2)**2
    return 8 * np.sin(z / (4 * N))**4 * r / np.cos(z / (2 * N))**2


def ou_spectrum(omega, b, tc):
    return 2 * b**2 * tc / (1 + (omega * tc)**2)


def chi_frequency(T, N, b, tc):
    x, w = unit_gauss(16)
    width = np.pi / T
    omega = width * (np.arange(400 * max(N, 1))[:, None] + x)
    f = ou_spectrum(omega, b, tc) * filter_closed(omega * T, N) / omega**2
    return np.sum(f * w) * width / np.pi


def chi_closed(T, N, b, tc):
    h = T / (2 * N * tc)
    edge = (1 - 1 / np.cosh(h))**2 * (1 - (-1)**N * np.exp(-T / tc))
    return (b * tc)**2 * (T / tc - 2 * N * np.tanh(h) - edge)


def t2_law(N, b, tc):
    return (12 * tc / b**2)**(1 / 3) * N**(2 / 3)


def close(a, c, rtol):
    return abs(a - c) <= rtol * abs(c)


# --- filter functions and spectrum from their definitions (time unit tc) ---
xg, wg = unit_gauss(40)
for N in range(6):
    edges = segment_edges(1.0, N)
    for omega in (1.3, 7.7, 20.1):
        t = edges[:-1, None] + np.diff(edges)[:, None] * xg
        amp = np.sum(np.diff(edges)[:, None] * wg * switching(1.0, N)(t)
                     * np.exp(1j * omega * t))
        assert abs(omega**2 * abs(amp)**2 / 2 - filter_closed(omega, N)) < 1e-9
for omega in (0.3, 2.0):
    s_num = 2 * quad(lambda t: np.exp(-t) * np.cos(omega * t), 0, 50)[0]
    assert close(s_num, ou_spectrum(omega, 1.0, 1.0), 1e-7)

# --- time integral = frequency integral = closed form; exact g identity ---
unit_corr = ou_corr(1.0, 1.0)
for N in range(6):
    direct = chi_time(3.0, N, unit_corr, 24)
    assert close(chi_frequency(3.0, N, 1.0, 1.0), direct, 1e-5)
    if N == 0:
        assert close(3.0 - 1 + np.exp(-3.0), direct, 1e-9)
        continue
    for T in (0.3, 3.0, 12.0):
        direct = chi_time(T, N, unit_corr, 24)
        assert close(chi_closed(T, N, 1.0, 1.0), direct, 1e-7)
        edges, g = segment_edges(T, N), switching_primitive(T, N)
        nodes = edges[:-1, None] + np.diff(edges)[:, None] * xg
        g2 = np.sum(np.diff(edges)[:, None] * wg * g(nodes)**2)
        assert close(g2, T**3 / (12 * N**2), 1e-10)
        lowering = half_double_integral(g, unit_corr, edges, 24)
        assert lowering > 0 and close(g2 - lowering, direct, 1e-7)

# --- powers of time: OU echo, smooth noise, fixed pulse spacing ---
def echo_power(T, corr, n=12):
    ratio = chi_time(1.1 * T, 1, corr, n) / chi_time(T, 1, corr, n)
    return np.log(ratio) / np.log(1.1)


def smooth_corr(t):
    return np.exp(-t**2 / 2)


power_short = echo_power(0.01, unit_corr)
power_long = echo_power(100.0, unit_corr, 100)
power_smooth = echo_power(0.05, smooth_corr)
assert abs(power_short - 3) < 0.01 and abs(power_long - 1) < 0.05
assert abs(power_smooth - 4) < 0.01
assert close(chi_time(0.05, 1, smooth_corr), 0.05**4 / 32, 0.01)
x_small = 0.05
assert abs(chi_time(x_small, 1, unit_corr) / (x_small**3 / 12)
           - (1 - 3 * x_small / 8)) < 5e-4
spacing_ratio = (chi_time(3.2, 32, unit_corr) / chi_time(1.6, 16, unit_corr))
assert abs(spacing_ratio - 2) < 0.01

# --- many pulses: chi as a sum over odd harmonics of the pulse rate ---
spacing, n_comb = 0.5, 40
k = np.arange(1, 4001, 2)
comb = spacing * n_comb * np.sum(
    4 / (np.pi * k)**2 * ou_spectrum(k * np.pi / spacing, 1.0, 1.0))
comb_direct = chi_time(spacing * n_comb, n_comb, unit_corr)
assert close(comb, comb_direct, 4e-3)   # finite-N end term is about 0.2 %
first_share = 1 / np.sum(1.0 / k**4)
assert close(first_share, 96 / np.pi**4, 1e-8)

# --- worked example: slow, strong noise ---
b, tc = 1.0e6, 1.0e-4
corr = ou_corr(b, tc)
t2_free = brentq(lambda T: chi_time(T, 0, corr) - 1, 1e-7, 1e-5, xtol=1e-15)
assert close(t2_free, np.sqrt(2) / b, 0.01)
pulse_numbers = [1, 2, 4, 8, 16, 32, 64]
t2_num = {}
for N in pulse_numbers:
    law = t2_law(N, b, tc)
    t2_num[N] = brentq(lambda T: chi_time(T, N, corr, 8) - 1,
                       0.9 * law, 1.1 * law, xtol=1e-15)
    if N > 1:
        assert close(t2_num[N], law, 2e-3)
law1 = t2_law(1, b, tc)
assert close(t2_num[1], law1 * (1 + law1 / (8 * tc)), 1e-3)
exponent = np.log(t2_num[64] / t2_num[8]) / np.log(8)
assert abs(exponent - 2 / 3) < 5e-4

# --- simulated spin with real pulses in sampled OU noise ---
def simulate_spin(T, N, splitting, rng, steps=400, runs=40000):
    dt = T / steps
    keep = np.exp(-dt / tc)
    kick = b * np.sqrt(1 - keep**2)
    pulse_steps = set(np.rint(pulse_times(T, N) / dt).astype(int))
    noise = b * rng.standard_normal(runs)
    up = np.full(runs, np.sqrt(0.5), dtype=complex)
    down = up.copy()
    for step in range(1, steps + 1):
        new = keep * noise + kick * rng.standard_normal(runs)
        turn = np.exp(-0.5j * (splitting + (noise + new) / 2) * dt)
        up, down = up * turn, down * turn.conj()
        if step in pulse_steps:
            up, down = down, up
        noise = new
    return 2 * np.mean(up * down.conj()).real


rng = np.random.default_rng(7)
splitting = 3.0e7
simulated = {}
for N in (1, 4):
    simulated[N] = simulate_spin(t2_num[N], N, splitting, rng)
    assert abs(simulated[N] - np.exp(-1)) < 0.015   # over 4 standard errors

# --- telegraph noise: same correlation function, not Gaussian ---
def telegraph_echo(T, b_t, tc_t):
    flips = np.array([[-1, 1], [1, -1]]) / (2 * tc_t)
    phase = 1j * b_t * np.diag([1.0, -1.0])
    state = expm((flips + phase) * T / 2) @ expm((flips - phase) * T / 2)
    return np.sum(state @ np.array([0.5, 0.5])).real


weak = -np.log(telegraph_echo(1.0, 0.02, 1.0))
assert close(weak, chi_time(1.0, 1, ou_corr(0.02, 1.0)), 1e-3)
w_telegraph = telegraph_echo(t2_num[1], b, tc)
assert w_telegraph > 0.9

# --- fast, weak noise: the 2/3 law appears only for many pulses ---
tc_fast = 1.0e-7


def t2_fast(N):
    law = t2_law(N, b, tc_fast)
    upper = 2 * (law + 1 / (b**2 * tc_fast)) + 10 * tc_fast
    return brentq(lambda T: chi_closed(T, N, b, tc_fast) - 1,
                  law / 10, upper, xtol=1e-15)


def fast_exponent(N):
    return np.log2(t2_fast(2 * N) / t2_fast(N))


assert close(chi_time(t2_fast(1), 1, ou_corr(b, tc_fast), 100), 1.0, 1e-6)
assert fast_exponent(1) < 0.05
assert abs(fast_exponent(10**6) - 2 / 3) < 1e-3

# --- output ---
print(f"noise amplitude b = {b:.3e} rad/s")
print(f"correlation time tc = {tc*1e6:.1f} us, b*tc = {b*tc:.1f}")
print(f"free-decay time (chi = 1) = {t2_free*1e6:.4f} us")
print(f"sqrt(2)/b = {np.sqrt(2)/b*1e6:.4f} us")
print(f"echo T2 / tc = {t2_num[1]/tc:.4f}")
print(f"echo law with first correction = {law1*(1+law1/(8*tc))*1e6:.3f} us")
for N in pulse_numbers:
    print(f"N = {N:2d}: T2 from integral = {t2_num[N]*1e6:8.3f} us, "
          f"law = {t2_law(N, b, tc)*1e6:8.3f} us")
print(f"exponent of T2 in N, from N = 8 to 64 = {exponent:.5f}")
for T in (5e-6, 10e-6, 15e-6):
    print(f"echo W at {T*1e6:4.1f} us: integral {np.exp(-chi_time(T,1,corr)):.4f}"
          f", cubic law {np.exp(-b**2*T**3/(12*tc)):.4f}")
print(f"power of T in echo chi, T = 0.01 tc: {power_short:.4f}")
print(f"power of T in echo chi, T = 100 tc: {power_long:.4f}")
print(f"same, smooth noise, T = 0.05 tc: {power_smooth:.4f}")
print(f"chi ratio, N 16 to 32 at spacing 0.1 tc: {spacing_ratio:.5f}")
print(f"many pulses (N = 40, spacing 0.5 tc, b*tc = 1): "
      f"harmonic sum {comb:.5f}, integral {comb_direct:.5f}")
print(f"share of first harmonic in 1/omega^2 tail = {first_share:.5f}")
print(f"static splitting in simulation = {splitting:.2e} rad/s")
for N in (1, 4):
    print(f"simulated W at T2, N = {N}: {simulated[N]:.4f}")
print(f"exp(-1) = {np.exp(-1):.4f}")
print(f"telegraph-noise echo W at the same T2, N = 1: {w_telegraph:.4f}")
print(f"fast noise: tc = {tc_fast*1e6:.2f} us, b*tc = {b*tc_fast:.2f}")
print(f"fast noise: 1/(b^2 tc) = {1/(b**2*tc_fast)*1e6:.2f} us")
print(f"fast noise: 12/(b tc)^2 = {12/(b*tc_fast)**2:.0f}")
for N in (1, 10, 100, 1000, 10**4, 10**6):
    print(f"fast noise N = {N:7d}: T2 = {t2_fast(N)*1e6:10.2f} us, "
          f"exponent N to 2N = {fast_exponent(N):.4f}")
print("PASS")
```

Output:

```
noise amplitude b = 1.000e+06 rad/s
correlation time tc = 100.0 us, b*tc = 100.0
free-decay time (chi = 1) = 1.4176 us
sqrt(2)/b = 1.4142 us
echo T2 / tc = 0.1077
echo law with first correction = 10.768 us
N =  1: T2 from integral =   10.770 us, law =   10.627 us
N =  2: T2 from integral =   16.880 us, law =   16.869 us
N =  4: T2 from integral =   26.788 us, law =   26.777 us
N =  8: T2 from integral =   42.516 us, law =   42.506 us
N = 16: T2 from integral =   67.484 us, law =   67.475 us
N = 32: T2 from integral =  107.118 us, law =  107.109 us
N = 64: T2 from integral =  170.033 us, law =  170.025 us
exponent of T2 in N, from N = 8 to 64 = 0.66657
echo W at  5.0 us: integral 0.9028, cubic law 0.9011
echo W at 10.0 us: integral 0.4481, cubic law 0.4346
echo W at 15.0 us: integral 0.0700, cubic law 0.0601
power of T in echo chi, T = 0.01 tc: 2.9961
power of T in echo chi, T = 100 tc: 1.0295
same, smooth noise, T = 0.05 tc: 3.9993
chi ratio, N 16 to 32 at spacing 0.1 tc: 2.00075
many pulses (N = 40, spacing 0.5 tc, b*tc = 1): harmonic sum 0.40651, integral 0.40558
share of first harmonic in 1/omega^2 tail = 0.98553
static splitting in simulation = 3.00e+07 rad/s
simulated W at T2, N = 1: 0.3695
simulated W at T2, N = 4: 0.3664
exp(-1) = 0.3679
telegraph-noise echo W at the same T2, N = 1: 0.9430
fast noise: tc = 0.10 us, b*tc = 0.10
fast noise: 1/(b^2 tc) = 10.00 us
fast noise: 12/(b tc)^2 = 1200
fast noise N =       1: T2 =      10.30 us, exponent N to 2N = 0.0277
fast noise N =      10: T2 =      12.10 us, exponent N to 2N = 0.2189
fast noise N =     100: T2 =      27.66 us, exponent N to 2N = 0.5612
fast noise N =    1000: T2 =     110.42 us, exponent N to 2N = 0.6459
fast noise N =   10000: T2 =     497.28 us, exponent N to 2N = 0.6623
fast noise N = 1000000: T2 =   10630.59 us, exponent N to 2N = 0.6665
PASS
```
